**Nagaoka polaron radius: continuum balance against lattice bubbles**

The program examines the radius R = [2q²t/(d²κV_d J)]^(1/(d+2)) of a ferromagnetic bubble around one hole in a d-dimensional antiferromagnet. Here t is the hopping, J the exchange, q the first zero of the Bessel function of order d/2 − 1, V_d the unit-ball volume and κJ the exchange energy lost per bond; lengths are in lattice constants. It diagonalizes the hole's hopping matrix in explicit lattice bubbles, minimizes the energy over bubble size, and asserts that the fitted radius and cost exponents agree with 1/(d+2) and −2/(d+2) within 0.03 and 0.04. Further assertions cover the polarized ground state of a 3×3 cluster at J = 0, the spin degeneracy of an open chain, the bond counting, the upper bound on κ, and the edge of the string spectrum in the tree approximation. The fitted radius exponents are 0.336, 0.257 and 0.209 for d = 1, 2, 3, and the lattice cost approaches the formula as t/J grows. For d = 2 and t/J = 1000 the formula gives a radius of 6.55 and an energy of −3.73t, below the string-state estimate of −3.44t. The estimated thresholds above which the bubble lies below the string state are t/J between about 120 and 190 in d = 2 and between about 140 and 310 in d = 3, depending on whether lattice bubbles or the continuum formula are used.

## Check in Python

```python
"""
Result under test: a hole in a ferromagnetic ball inside an antiferromagnet
(t-J model, hypercubic lattice, dimension d) has the optimal radius
    R = [2 q^2 t / (d^2 kappa V_d J)]^(1/(d+2))   for t/J -> infinity.
t: hopping (energy unit), J: exchange, ratio = t/J, lattice constant = 1,
q: first zero of the Bessel function of order d/2-1, V_d: unit-ball volume,
kappa*J: exchange energy lost per bond (1/2 for a classical Neel state).
Energies of hole states are measured from the Neel state without a hole.
"Cost" means energy above the free-hole band bottom -2 d t.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import gamma, jn_zeros

BESSEL_ZERO = {1: np.pi / 2, 2: jn_zeros(0, 1)[0], 3: np.pi}
BALL_VOLUME = {d: np.pi ** (d / 2) / gamma(d / 2 + 1) for d in (1, 2, 3)}


def radius_formula(d, ratio, kappa=0.5):
    q, volume = BESSEL_ZERO[d], BALL_VOLUME[d]
    return (2 * q**2 * ratio / (d**2 * kappa * volume)) ** (1 / (d + 2))


def cost_formula(d, ratio):
    return (1 + 2 / d) * BESSEL_ZERO[d] ** 2 / radius_formula(d, ratio) ** 2


# ---- exact many-body check of kinetic ferromagnetism --------------------
def one_hole_levels(bonds, n_sites, exchange):
    """All levels of the t-J model, one hole, S_z = 0, fermion signs kept."""
    states = []
    for hole in range(n_sites):
        filled = [i for i in range(n_sites) if i != hole]
        for ups in combinations(filled, (n_sites - 1) // 2):
            spins = [-1] * n_sites
            spins[hole] = 0
            for i in ups:
                spins[i] = 1
            states.append(tuple(spins))
    number = {s: k for k, s in enumerate(states)}
    h = np.zeros((len(states), len(states)))
    for k, s in enumerate(states):
        for i, j in bonds:
            if s[i] == s[j]:
                continue
            new = list(s)
            new[i], new[j] = s[j], s[i]
            m = number[tuple(new)]
            if s[i] * s[j] == 0:
                # the moving electron passes all electrons between i and j
                h[m, k] -= (-1) ** (abs(i - j) - 1)
            else:
                h[k, k] -= exchange / 2
                h[m, k] += exchange / 2
    assert np.allclose(h, h.T)
    return np.linalg.eigvalsh(h)


square = [(3 * r + c, 3 * r + c + 1) for r in range(3) for c in range(2)]
square += [(3 * r + c, 3 * r + c + 3) for r in range(2) for c in range(3)]
chain = [(i, i + 1) for i in range(8)]
hop = np.zeros((9, 9))
for i, j in square:
    hop[i, j] = hop[j, i] = -1
polarized_energy = np.linalg.eigvalsh(hop)[0]
levels_j0 = one_hole_levels(square, 9, 0.0)
levels_j = one_hole_levels(square, 9, 0.5)
assert abs(levels_j0[0] - polarized_energy) < 1e-9
assert levels_j0[1] - levels_j0[0] > 1e-3
assert levels_j[0] < polarized_energy - 0.1
chain_levels = one_hole_levels(chain, 9, 0.0)
chain_degeneracy = int(np.sum(chain_levels < chain_levels[0] + 1e-8))
assert chain_degeneracy == len(list(combinations(range(8), 4)))


# ---- bound on the exchange energy per bond from a star of spins ---------
def star_ground_energy(z):
    sx = np.array([[0, 1], [1, 0]]) / 2
    sy = np.array([[0, -1j], [1j, 0]]) / 2
    sz = np.diag([0.5, -0.5])
    h = 0
    for op in (sx, sy, sz):
        for leaf in range(z):
            left = np.kron(op, np.eye(2**leaf))
            h = h + np.kron(np.kron(left, op), np.eye(2 ** (z - leaf - 1)))
    return np.linalg.eigvalsh(h)[0]


kappa_max = {}
for d in (1, 2, 3):
    kappa_max[d] = 0.25 - star_ground_energy(2 * d) / (2 * d)
    assert abs(kappa_max[d] - (0.5 + 1 / (4 * d))) < 1e-10


# ---- bond counting on explicit spin arrays -----------------------------
def lost_bonds(spins):
    kept = sum(np.sum(spins * np.roll(spins, 1, a) == -1)
               for a in range(spins.ndim))
    return spins.ndim * spins.size - kept


def string_bonds(z, length):
    return z + (length > 0) * (1 + (z - 2) * length)


for d in (2, 3):
    grids = np.indices((12,) * d)
    odd = grids.sum(axis=0) % 2 == 1
    neel = np.where(odd, -1, 1)
    flipped = odd & (((grids - 5.5) ** 2).sum(axis=0) <= 9)
    bubble = np.where(flipped, 1, neel)
    assert lost_bonds(bubble) == 2 * d * flipped.sum()
    near = sum(np.roll(flipped, s, a).astype(int)
               for a in range(d) for s in (1, -1))
    border = tuple(np.argwhere((near > 0) & (near < 2 * d))[0])
    bubble[border] = 0
    assert (lost_bonds(bubble)
            == 2 * d * flipped.sum() + 2 * d - near[border])
    spins, rest = neel.copy(), (5,) * (d - 1)
    spins[(2,) + rest] = 0
    for length in range(6):
        assert lost_bonds(spins) == string_bonds(2 * d, length)
        spins[(2 + length,) + rest] = spins[(3 + length,) + rest]
        spins[(3 + length,) + rest] = 0

# hole paths in a square-lattice Neel state lead to distinct states (a tree)
start = np.where(np.indices((12, 12)).sum(axis=0) % 2 == 1, -1, 1)
start[6, 6] = 0
seen = {tuple(start.ravel())}
frontier, tree_shells = list(seen), []
for _ in range(4):
    following = []
    for state in frontier:
        hole = state.index(0)
        for step in (1, -1, 12, -12):
            new = list(state)
            new[hole], new[hole + step] = new[hole + step], 0
            new = tuple(new)
            if new not in seen:
                seen.add(new)
                following.append(new)
    frontier = following
    tree_shells.append(len(frontier))
assert tree_shells == [4 * 3**k for k in range(4)]


def string_energy(d, exchange, n_max=400):
    """Lowest hole energy in a Neel state, retraced paths, straight strings."""
    z = 2 * d
    diagonal = np.array([exchange / 2 * string_bonds(z, k)
                         for k in range(n_max)])
    hops = -np.sqrt(np.full(n_max - 1, z - 1.0))
    hops[0] = -np.sqrt(z)
    return eigh_tridiagonal(diagonal, hops, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


string_edge = {d: string_energy(d, 0.0, 4000) for d in (1, 2, 3)}
for d in (1, 2, 3):
    assert abs(string_edge[d] + 2 * np.sqrt(2 * d - 1)) < 1e-4


# ---- the hole in real lattice bubbles -----------------------------------
def lattice_bubble(d, radius):
    """Turned spins, hole cost, mean number of down neighbours of the hole."""
    half = int(radius) + 3
    axis = np.arange(-half + 1, half + 1)
    grids = np.meshgrid(*[axis] * d, indexing="ij")
    r2 = sum((g - 0.5) ** 2 for g in grids)
    odd = sum(grids) % 2 == 1
    flipped = odd & (r2 <= radius**2)
    near = sum(np.roll(flipped, s, a).astype(int)
               for a in range(d) for s in (1, -1))
    allowed = flipped | (near > 0)
    n = int(allowed.sum())
    index = np.full(allowed.shape, -1)
    index[allowed] = np.arange(n)
    rows, cols = [], []
    for a in range(d):
        other = np.roll(index, -1, a)
        linked = (index >= 0) & (other >= 0)
        rows.append(index[linked])
        cols.append(other[linked])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    upper = coo_matrix((-np.ones(len(rows)), (rows, cols)), shape=(n, n))
    h = (upper + upper.T).tocsr()
    if n < 500:
        energy, psi = eigh(h.toarray(), subset_by_index=[0, 0])
    else:
        guess = np.maximum(1 - r2[allowed] / (radius + 1) ** 2, 0.01)
        energy, psi = eigsh(h, k=1, which="SA", v0=guess, tol=1e-6)
    down = np.where(odd, 0, 2 * d - near)[allowed]
    return flipped.sum(), energy[0] + 2 * d, np.sum(psi[:, 0] ** 2 * down)


scan = {1: np.arange(25, 190, 1.0), 2: np.arange(1, 45, 0.5),
        3: np.arange(1, 20, 0.5)}
table = {d: np.array([lattice_bubble(d, r) for r in scan[d]]).T
         for d in scan}


def best_lattice(d, ratio):
    """Optimal radius (from the number of turned spins) and its cost."""
    turned, kinetic, down = table[d]
    cost = kinetic + (d * turned + down / 2) / ratio
    k = int(np.argmin(cost))
    return (2 * turned[k] / BALL_VOLUME[d]) ** (1 / d), cost[k], k


ratios = np.logspace(4, 6, 21)
fit = {}
for d in (1, 2, 3):
    found = [best_lattice(d, x) for x in ratios]
    assert all(0 < f[2] < len(scan[d]) - 1 for f in found)
    radii = np.array([f[0] for f in found])
    costs = np.array([f[1] for f in found])
    slope_r = np.polyfit(np.log(ratios), np.log(radii), 1)[0]
    slope_e = np.polyfit(np.log(ratios), np.log(costs), 1)[0]
    # the wall layer is about one site thick: corrections of order 1/R
    assert abs(slope_r - 1 / (d + 2)) < 0.03
    assert abs(slope_e + 2 / (d + 2)) < 0.04
    quality = costs / np.array([cost_formula(d, x) for x in ratios])
    assert abs(quality[-1] - 1) < abs(quality[0] - 1)
    assert abs(quality[-1] - 1) < 0.15
    fit[d] = (slope_r, slope_e, quality[0], quality[-1],
              radii[-1] / radius_formula(d, ratios[-1]))
    assert abs(fit[d][4] - 1) < 0.15

# ---- direct minimization of the continuum energy ------------------------
for d in (1, 2, 3):
    def continuum_cost(r, d=d):
        return (BESSEL_ZERO[d] ** 2 / r**2
                + d * 0.5 * BALL_VOLUME[d] * r**d / 1000)
    best = minimize_scalar(continuum_cost, bounds=(1, 60), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(best.x / radius_formula(d, 1000) - 1) < 1e-5
    assert abs(best.fun / cost_formula(d, 1000) - 1) < 1e-9

# ---- threshold against the hole with a string ---------------------------
threshold = {}
for d in (2, 3):
    def formula_gap(log_ratio, d=d):
        x = 10**log_ratio
        return cost_formula(d, x) - 2 * d - string_energy(d, 1 / x)

    def lattice_gap(log_ratio, d=d):
        x = 10**log_ratio
        return best_lattice(d, x)[1] - 2 * d - string_energy(d, 1 / x)
    threshold[d] = (10 ** brentq(formula_gap, 1, 4),
                    10 ** brentq(lattice_gap, 1, 4))
    assert max(threshold[d]) < 1000

# ---- printed numbers ----------------------------------------------------
print("Energies in units of t, lengths in lattice constants")
print(f"3x3 cluster, J=0: polarized hole energy {polarized_energy:.4f} t")
print(f"3x3 cluster, J=0: lowest two S_z=0 levels "
      f"{levels_j0[0]:.4f}, {levels_j0[1]:.4f} t")
print(f"3x3 cluster, J=0.5 t: lowest level {levels_j[0]:.4f} t")
print(f"9-site open chain, J=0: ground degeneracy {chain_degeneracy}")
print("Distinct states after 1-4 hops in 2D Neel state:", tree_shells)
for d in (1, 2, 3):
    print(f"d={d}: q={BESSEL_ZERO[d]:.4f}, V_d={BALL_VOLUME[d]:.4f}, "
          f"prefactor R/(t/J)^(1/(d+2))={radius_formula(d, 1):.4f}")
    print(f"  kappa between 0.5 and {kappa_max[d]:.4f}; string edge "
          f"{string_edge[d]:.4f} t, band bottom {-2 * d} t")
    print(f"  radius exponent: lattice fit {fit[d][0]:.4f}, "
          f"formula {1 / (d + 2):.4f}")
    print(f"  cost exponent: lattice fit {fit[d][1]:.4f}, "
          f"formula {-2 / (d + 2):.4f}")
    print(f"  lattice/formula cost: {fit[d][2]:.4f} at t/J=1e4, "
          f"{fit[d][3]:.4f} at 1e6")
    print(f"  lattice/formula radius at t/J=1e6: {fit[d][4]:.4f}")
for d in (2, 3):
    print(f"d={d}: threshold t/J: formula {threshold[d][0]:.0f}, "
          f"lattice bubbles {threshold[d][1]:.0f}")
    print(f"  formula radius at formula threshold: "
          f"{radius_formula(d, threshold[d][0]):.2f}")

ratio = 1000.0
radius = radius_formula(2, ratio)
kinetic_cost = BESSEL_ZERO[2] ** 2 / radius**2
exchange_cost = BALL_VOLUME[2] * radius**2 / ratio
assert abs(kinetic_cost + exchange_cost - cost_formula(2, ratio)) < 1e-12
lattice_radius, lattice_cost, _ = best_lattice(2, ratio)
print(f"Example d=2: t/J={ratio:.0f}, J={1 / ratio:.4f} t, "
      f"U={4 * ratio:.0f} t")
print(f"  radius {radius:.3f}, sites in bubble "
      f"{BALL_VOLUME[2] * radius**2:.1f}")
print(f"  radius with largest kappa: "
      f"{radius_formula(2, ratio, kappa_max[2]):.3f}")
print(f"  confinement cost {kinetic_cost:.4f} t, "
      f"exchange cost {exchange_cost:.4f} t")
print(f"  total cost {kinetic_cost + exchange_cost:.4f} t, "
      f"bubble energy {kinetic_cost + exchange_cost - 4:.4f} t")
print(f"  lattice bubble: radius {lattice_radius:.3f}, "
      f"cost {lattice_cost:.4f} t, energy {lattice_cost - 4:.4f} t")
print(f"  string-state energy {string_energy(2, 1 / ratio):.4f} t")
print(f"  d=3 at the same t/J: radius {radius_formula(3, ratio):.3f}, "
      f"total cost {cost_formula(3, ratio):.4f} t")
print("all assertions hold")
```

Running it gives:

```
Energies in units of t, lengths in lattice constants
3x3 cluster, J=0: polarized hole energy -2.8284 t
3x3 cluster, J=0: lowest two S_z=0 levels -2.8284, -2.7875 t
3x3 cluster, J=0.5 t: lowest level -5.1255 t
9-site open chain, J=0: ground degeneracy 70
Distinct states after 1-4 hops in 2D Neel state: [4, 12, 36, 108]
d=1: q=1.5708, V_d=2.0000, prefactor R/(t/J)^(1/(d+2))=1.7025
  kappa between 0.5 and 0.7500; string edge -2.0000 t, band bottom -2 t
  radius exponent: lattice fit 0.3362, formula 0.3333
  cost exponent: lattice fit -0.6636, formula -0.6667
  lattice/formula cost: 0.9819 at t/J=1e4, 0.9961 at 1e6
  lattice/formula radius at t/J=1e6: 0.9927
d=2: q=2.4048, V_d=3.1416, prefactor R/(t/J)^(1/(d+2))=1.1648
  kappa between 0.5 and 0.6250; string edge -3.4641 t, band bottom -4 t
  radius exponent: lattice fit 0.2573, formula 0.2500
  cost exponent: lattice fit -0.4920, formula -0.5000
  lattice/formula cost: 0.9473 at t/J=1e4, 0.9837 at 1e6
  lattice/formula radius at t/J=1e6: 0.9879
d=3: q=3.1416, V_d=4.1888, prefactor R/(t/J)^(1/(d+2))=1.0093
  kappa between 0.5 and 0.5833; string edge -4.4721 t, band bottom -6 t
  radius exponent: lattice fit 0.2090, formula 0.2000
  cost exponent: lattice fit -0.3871, formula -0.4000
  lattice/formula cost: 0.9066 at t/J=1e4, 0.9642 at 1e6
  lattice/formula radius at t/J=1e6: 0.9650
d=2: threshold t/J: formula 186, lattice bubbles 117
  formula radius at formula threshold: 4.30
d=3: threshold t/J: formula 306, lattice bubbles 140
  formula radius at formula threshold: 3.17
Example d=2: t/J=1000, J=0.0010 t, U=4000 t
  radius 6.550, sites in bubble 134.8
  radius with largest kappa: 6.195
  confinement cost 0.1348 t, exchange cost 0.1348 t
  total cost 0.2696 t, bubble energy -3.7304 t
  lattice bubble: radius 5.971, cost 0.2451 t, energy -3.7549 t
  string-state energy -3.4355 t
  d=3 at the same t/J: radius 4.018, total cost 1.0189 t
all assertions hold
```
